\section*{Blöchl's transformation and pseudo operators in the projector augmented-wave method}

A valence orbital oscillates rapidly near a nucleus if there are core states of the same angular momentum, to which it must be orthogonal, and plane waves resolve these oscillations, and the cusp at the nucleus, poorly. Replacing the orbital by a smooth one cures the expansion but spoils observables that depend on the region near the nucleus. In the model atom treated below, the smooth valence orbital gives an electron density at the nucleus of $0.00026\ \mathrm{bohr}^{-3}$, whereas the true orbital gives $0.412\ \mathrm{bohr}^{-3}$. The smooth value has no physical meaning, and its size depends on how the smooth orbital is constructed. The kinetic energy is also wrong, by more than a factor of two. To obtain such observables from a smooth orbital, we need a rule that recovers the true orbital, or operators changed to match.

Let $\psi$ be a true, all-electron valence orbital and $\tilde\psi$ its smooth counterpart. Hartree atomic units are used, and functions are taken as real; for complex functions the bras carry the usual conjugation, and so does every expansion coefficient that comes from a bra, such as $\langle\tilde\psi|p_i\rangle=c_i^*$. Around each atom $R$ we draw an augmentation sphere $\Omega_R$, and the spheres do not overlap. We seek a linear map $\psi=T\tilde\psi$ that changes the orbital inside the spheres and nowhere else:
\begin{equation}
T=1+\sum_R T_R .
\end{equation}
Here $T_Rf$ vanishes outside $\Omega_R$ and depends only on the values of $f$ inside $\Omega_R$.

To fix $T_R$, choose all-electron partial waves $\phi_i$, which are solutions of the atomic Schr\"odinger equation at chosen energies $\varepsilon_i$. They need not be bound states, since only their form inside the sphere matters. To each belongs a smooth partial wave $\tilde\phi_i$ that equals $\phi_i$ outside $\Omega_R$ and joins it with continuous value and slope. The index $i$ includes the atom, the angular momentum and the energy. The difference
\begin{equation}
\Delta_i=\phi_i-\tilde\phi_i
\end{equation}
is then zero outside the sphere, and $T_R$ is defined by $T_R\tilde\phi_i=\Delta_i$, so that $\tilde\phi_i$ is turned into $\phi_i$.

Suppose that inside $\Omega_R$ the smooth orbital is a combination $\tilde\psi=\sum_i\tilde\phi_i c_i$. Linearity gives $\psi=\sum_i\phi_i c_i$ there, with the same coefficients. Subtracting the two expansions, and using $\psi=\tilde\psi$ outside the spheres, we have everywhere
\begin{equation}
\psi=\tilde\psi+\sum_i\Delta_i c_i .
\end{equation}
For $T$ to be linear, each $c_i$ must be a linear functional of $\tilde\psi$, and by the locality of $T_R$ it may use only values inside the sphere. We write it as $c_i=\langle p_i|\tilde\psi\rangle$ with a projector function $p_i$ confined to $\Omega_R$. This gives Bl\"ochl's transformation,
\begin{equation}
T=1+\sum_i|\Delta_i\rangle\langle p_i| .
\label{T}
\end{equation}

The projectors are not free. Apply the expansion to $\tilde\psi=\tilde\phi_j$. If the smooth waves of one atom are linearly independent inside the sphere, the coefficients are unique: $c_j=1$ and all others vanish. Hence, for waves on the same atom,
\begin{equation}
\langle p_i|\tilde\phi_j\rangle=\delta_{ij}.
\label{dual}
\end{equation}
Conversely, this duality condition gives $T\tilde\phi_j=\tilde\phi_j+\Delta_j=\phi_j$ in the sphere. To construct such projectors, take as many functions $f_j$ confined to the sphere as there are partial waves, and set
\begin{equation}
B_{ij}=\langle\tilde\phi_i|f_j\rangle,\qquad
p_i=\sum_j (B^{-1})_{ji}f_j .
\label{proj}
\end{equation}
Then $\langle p_i|\tilde\phi_k\rangle=\sum_j(B^{-1})_{ji}B_{kj}=(BB^{-1})_{ki}=\delta_{ik}$, provided that $B$ is invertible. The choice of $f_j$ remains open and will be used later.

Let $\chi_R$ be one inside $\Omega_R$ and zero outside, and define
\begin{equation}
P_R=\sum_{i\in R}\chi_R|\tilde\phi_i\rangle\langle p_i| .
\end{equation}
Duality gives $P_R^2=P_R$, so $P_R$ projects onto the span of the smooth waves. It does not make this span complete. The statement that $P_R\tilde\psi=\tilde\psi$ inside the sphere is a separate assumption, which a finite set of partial waves satisfies approximately.

An expectation value of a Hermitian operator $A$ is now transferred to the smooth orbital by $\langle\psi|A|\psi\rangle=\langle\tilde\psi|T^\dagger AT|\tilde\psi\rangle$. With $T_R=\sum_{i\in R}|\Delta_i\rangle\langle p_i|$, multiplication gives
\begin{align}
T^\dagger AT={}&A+\sum_R\left(T_R^\dagger A+AT_R+T_R^\dagger AT_R\right)\nonumber\\
&+\sum_{R\ne R'}T_R^\dagger AT_{R'} .
\label{full}
\end{align}
The last sum contains $\langle\Delta_i|A|\Delta_j\rangle$ with the two differences on different atoms. Let $A$ be local, meaning a multiplication by a function of position, or semilocal, meaning here a differential operator of at most second order. Such an operator does not move a function out of the region where it lives, so these terms vanish when the spheres are separate. If the spheres overlap they survive. In a one-dimensional test with two centres, the one-centre formula derived next holds to rounding error for separate regions and is off by $0.0057$ in model units for overlapping ones.

The terms $T_R^\dagger A$ and $AT_R$ in (\ref{full}) still couple a sphere function to the whole orbital $\tilde\psi$. To reduce them to one-centre quantities, define the difference of matrix elements
\begin{equation}
a_{ij}=\langle\phi_i|A|\phi_j\rangle_\Omega-\langle\tilde\phi_i|A|\tilde\phi_j\rangle_\Omega ,
\end{equation}
where both waves are restricted to the sphere. Inserting $\phi_i=\tilde\phi_i+\Delta_i$ cancels the purely smooth term and leaves
\begin{equation}
a_{ij}=\langle\tilde\phi_i|A|\Delta_j\rangle_\Omega+\langle\Delta_i|A|\tilde\phi_j\rangle_\Omega+\langle\Delta_i|A|\Delta_j\rangle_\Omega .
\end{equation}
Placing projectors on both sides and summing over the waves of one atom, we find
\begin{equation}
\sum_{ij\in R}|p_i\rangle a_{ij}\langle p_j|=P_R^\dagger AT_R+T_R^\dagger AP_R+T_R^\dagger AT_R .
\label{one}
\end{equation}
The pseudo operator is defined as
\begin{equation}
\tilde A=A+\sum_R\sum_{ij\in R}|p_i\rangle a_{ij}\langle p_j| .
\label{pseudo}
\end{equation}
Subtracting it from (\ref{full}), without the two-centre terms, gives
\begin{equation}
T^\dagger AT-\tilde A=\sum_R\left[T_R^\dagger A(1-P_R)+(1-P_R^\dagger)AT_R\right].
\label{rem}
\end{equation}
In an expectation value the two terms are complex conjugates of each other, and equal if $A$ is real. Their sum is $2\,\mathrm{Re}\sum_i c_i\langle\Delta_i|A(1-P_R)|\tilde\psi\rangle$, where $R$ is the atom of wave $i$.

If the smooth orbital lies in the span of the $\tilde\phi_i$ inside each sphere, $(1-P_R)\tilde\psi$ vanishes inside $\Omega_R$. A local or semilocal $A$ leaves it zero there, while $\Delta_i$ is zero outside. The remainder therefore vanishes, and $\langle\psi|A|\psi\rangle=\langle\tilde\psi|\tilde A|\tilde\psi\rangle$. The same argument covers a potential that acts differently on each angular momentum about atom $R$ but is local in the radius, if it is confined to $\Omega_R$. It does not cover a general nonlocal operator: $(1-P_R)\tilde\psi$ still equals $\tilde\psi$ outside the sphere, and $A$ can carry this part inside. For the kernel $\exp[-(r-r')^2]$ acting on an unnormalized radial function that is complete in the sphere (the combination $0.7\tilde\phi_1+0.4\tilde\phi_2$ of the model below, damped smoothly to zero between sphere and wall), the direct value is $5.8646$ and the short form (\ref{pseudo}) gives $5.9416$. The difference, $-0.0770$, agrees with the remainder computed from the outer part of the orbital. Such operators need the full expression (\ref{full}).

The kinetic energy requires care, because $\chi_R\tilde\phi_i$ jumps at the sphere surface. We use the gradient form $\frac12\int\nabla f\cdot\nabla g\,d^3r$ and evaluate it region by region, without differentiating the jump. The derivation then holds as before, since $\Delta_i$ and its gradient vanish outside. Green's identity connects this with the Laplacian form:
\begin{equation}
-\tfrac12\int_\Omega\phi_i\nabla^2\phi_j\,d^3r=\tfrac12\int_\Omega\nabla\phi_i\cdot\nabla\phi_j\,d^3r-\tfrac12\oint\phi_i\,\partial_n\phi_j\,dS .
\end{equation}
The smooth waves have the same surface term, because value and slope match. It cancels in $a_{ij}$, so both forms give the same symmetric matrix. Without the matching, neither statement would be guaranteed.

Two special choices of $A$ show what (\ref{pseudo}) does. For $A=|\mathbf r\rangle\langle\mathbf r|$ it gives the density of one orbital,
\begin{equation}
n(\mathbf r)=\tilde\psi(\mathbf r)^2+\sum_{ij}c_ic_j\left[\phi_i(\mathbf r)\phi_j(\mathbf r)-\tilde\phi_i(\mathbf r)\tilde\phi_j(\mathbf r)\right].
\label{dens}
\end{equation}
Inside a sphere with a complete expansion, the first and third terms cancel and the true density remains; outside, the bracket is zero. For $A=1$ it gives the overlap operator
\begin{equation}
\tilde S=1+\sum_{ij}|p_i\rangle s_{ij}\langle p_j|,\qquad
s_{ij}=\langle\phi_i|\phi_j\rangle_\Omega-\langle\tilde\phi_i|\tilde\phi_j\rangle_\Omega .
\end{equation}
Smooth orbitals are thus normalized by $\langle\tilde\psi|\tilde S|\tilde\psi\rangle=1$. Making $\langle\tilde\psi|\tilde H|\tilde\psi\rangle$ stationary under this constraint, with multiplier $E$, yields
\begin{equation}
\tilde H\tilde\psi=E\tilde S\tilde\psi .
\label{eig}
\end{equation}
If the smooth waves are constructed so that all $s_{ij}=0$, the overlap returns to unity. With several waves on an atom this asks for more than equal norms, $s_{ii}=0$, because the off-diagonal elements must vanish too. Giving up this constraint allows softer waves, at the price of a generalized eigenvalue problem; this is the overlap structure of the ultrasoft formalism. If $\phi_i=\tilde\phi_i$, all corrections vanish and $\tilde A=A$. Core electrons are not produced by $T$ acting on smooth valence orbitals. In the frozen-core approximation their contribution $\sum_c\langle\phi_c|A|\phi_c\rangle$ is added separately.

The Hamiltonian $-\frac12\nabla^2+v$ still contains the singular nuclear potential in its smooth part. A further freedom removes it. For any local function $b$ confined to the sphere, completeness gives
\begin{equation}
\langle\tilde\psi|b|\tilde\psi\rangle=\sum_{ij}c_i\langle\tilde\phi_i|b|\tilde\phi_j\rangle c_j ,
\end{equation}
so $b-\sum_{ij}|p_i\rangle\langle\tilde\phi_i|b|\tilde\phi_j\rangle\langle p_j|$ has zero expectation value. If completeness also holds for the variations of $\tilde\psi$, this operator may be added to $\tilde H$ without changing the result of (\ref{eig}). With $b=\tilde v-v$, where $\tilde v$ is smooth and equals $v$ outside the spheres,
\begin{align}
\tilde H&=-\tfrac12\nabla^2+\tilde v+\sum_{ij}|p_i\rangle h_{ij}\langle p_j|,\\
h_{ij}&=\langle\phi_i|-\tfrac12\nabla^2+v|\phi_j\rangle_\Omega-\langle\tilde\phi_i|-\tfrac12\nabla^2+\tilde v|\tilde\phi_j\rangle_\Omega .
\end{align}

With a finite set of waves the variations are not confined to the span of the $\tilde\phi_i$, and the result depends on $\tilde v$ and on the $f_j$. Consider one atom. A good choice is
\begin{equation}
f_j=\left(-\tfrac12\nabla^2+\tilde v-\varepsilon_j\right)\tilde\phi_j ,
\end{equation}
which vanishes outside the sphere because there $\tilde\phi_j=\phi_j$ and $\tilde v=v$. Since $(-\frac12\nabla^2+v-\varepsilon_j)\phi_j=0$, we have $h_{ij}-\varepsilon_js_{ij}=-\langle\tilde\phi_i|f_j\rangle=-B_{ij}$. Using duality and then (\ref{proj}),
\begin{align}
(\tilde H-\varepsilon_j\tilde S)\tilde\phi_j&=f_j-\sum_i p_iB_{ij}\nonumber\\
&=f_j-\sum_k f_k\sum_i(B^{-1})_{ki}B_{ij}=0 .
\end{align}
Each reference wave thus solves the smooth equation at its own energy, however few waves are used.

As an example take $s$ waves, written as $u(r)=rR(r)$ with $\int u^2dr=1$, in the potential
\begin{equation}
v(r)=-\frac{1+(Z-1)e^{-r/a}}{r},\qquad Z=3,\quad a=0.3\ \mathrm{bohr},
\end{equation}
with a hard wall at $6$ bohr. The sphere radius is $2$ bohr, and two partial waves are taken at $-0.3$ and $0.2$ hartree. Inside the sphere the smooth radial waves are odd polynomials up to $r^7$, matched in value and three derivatives, and $\tilde v$ is an even polynomial up to $r^4$. This matching makes the waves smooth but not nodeless. Scaled to one at the sphere radius, the smooth waves have slopes $-0.228$ and $-0.013\ \mathrm{bohr}^{-1}$ at the origin, against $-5.22$ and $-4.96\ \mathrm{bohr}^{-1}$ for the all-electron waves. Each keeps a shallow node, and so does the smooth valence orbital; the small slopes are why its density at the nucleus is so small. Direct integration gives a valence state with one node, at $1.04$ bohr, and energy $-0.119897$ hartree ($-3.2626$ eV). The basis consists of the functions $\sin(n\pi r/6)$, with $r$ in bohr, which are the radial counterpart of plane waves.

With both waves scaled to one at the sphere radius,
\begin{equation}
B=\begin{pmatrix}-0.09917&-0.11306\\-0.20872&-0.23500\end{pmatrix}\ \mathrm{hartree\,bohr}.
\end{equation}
Its determinant, $0.02330-0.02360\approx-0.0003$ in the squared unit, is small because the rows are nearly proportional. The matrix is still invertible, as (\ref{proj}) requires. Its asymmetry has a meaning. The symmetry of $h_{ij}$, applied to $B_{ij}=\varepsilon_js_{ij}-h_{ij}$, gives $B_{12}-B_{21}=(\varepsilon_2-\varepsilon_1)s_{12}$. Hence $s_{12}=0.09566/0.5=0.191$ bohr, so the overlap operator of this model differs from unity.

With $12$ basis functions, a cutoff of $19.7$ hartree, the all-electron energy is too high by $2.5\times10^{-2}$ hartree, while the smooth problem with two waves errs by $1.2\times10^{-5}$ hartree. Both errors are relative to direct integration. At $40$ functions they are $1.7\times10^{-3}$ and $1.1\times10^{-5}$ hartree. The first falls slowly, about as the inverse cube of the basis size for large bases, because of the cusp at the nucleus. The second has stopped falling, and what remains is due to the finite set of partial waves: in a converged basis a third wave at $0.7$ hartree lowers it to $3\times10^{-8}$ hartree. With the first wave alone, the error stays near $-6.6\times10^{-3}$ hartree. Its negative sign shows that the energy from (\ref{eig}) can lie below the true valence energy. When the single wave is instead taken at the valence energy itself, the error drops to $3\times10^{-10}$ hartree, as the reference-wave property requires.

The smooth eigenvector, with $c_1=-0.255$ and $c_2=-0.192\ \mathrm{bohr}^{-1/2}$, also supplies the other observables. In the order smooth orbital, plus all-electron one-centre term, minus smooth one-centre term, and with every number, including the total, rounded separately,
\begin{align}
\text{norm:}\quad&0.9609+0.1194-0.0803=1.0000,\nonumber\\
\text{kinetic energy:}\quad&0.1779+0.3723-0.0791=0.4710\ \mathrm{hartree},\nonumber\\
\langle1/r\rangle:\quad&0.3251+0.1894-0.0483=0.4663\ \mathrm{bohr}^{-1},\nonumber\\
n(0):\quad&0.0003+0.4147-0.0003=0.4147\ \mathrm{bohr}^{-3}.\nonumber
\end{align}
The norm is fixed by the normalization. Direct integration gives $0.4701$ hartree, $0.4660\ \mathrm{bohr}^{-1}$ and $0.4120\ \mathrm{bohr}^{-3}$ for the other three, so the largest relative error is $0.7$ per cent, in the density at the nucleus. For $\langle1/r\rangle$, the direct value with $T\tilde\psi$ is $0.4655\ \mathrm{bohr}^{-1}$. It differs from the short form by $-7.3\times10^{-4}\ \mathrm{bohr}^{-1}$, which is the remainder (\ref{rem}) for this incomplete expansion.

The numerical output also shows one state of the smooth problem below the valence state. The all-electron problem has one there too, the nodeless core state, at $-1.23$ hartree. The smooth one lies at $-1.12$ hartree, and its normalized transform has a squared overlap above $0.99$ with the core state. Nothing in the derivation guarantees accuracy away from the reference energies. With a third wave at $0.7$ hartree the state moves to $-1.23$ hartree, and with the first wave alone it does not appear. The limit of a complete set shows why such a state can appear. If the partial waves were complete and $T$ invertible, $\tilde H$ and $\tilde S$ would act as $T^\dagger HT$ and $T^\dagger T$, and every all-electron $s$ state, the core state included, would have a smooth counterpart. The valence state was selected here by its energy. A calculation that fills the lowest states with valence electrons must likewise leave the lower state out, or use partial waves for which it does not appear, and check that this is so.

\section*{Numbers as computed}
\begin{verbatim}
nuclear charge Z = 3, screening length a = 0.3 bohr
augmentation radius = 2.0 bohr, wall radius = 6.0 bohr
partial-wave energies = [-0.3, 0.2] hartree
smooth potential at r=0: -0.9544 hartree
all-electron valence energy = -0.119897 hartree = -3.2626 eV
node radius of valence state = 1.04 bohr
matrix B (hartree*bohr, waves scaled to u(rc)=1):
  -0.09917  -0.11306
  -0.20872  -0.23500
max mapping error, dual projectors: 2.2e-16
max mapping error, projectors not dual: 0.730
kinetic gradient/Laplacian mismatch: 2.4e-11 hartree*bohr
orbital complete in sphere (not normalized):
  kinetic direct 2.735531, PAW 2.735531 (model units)
  nonlocal kernel direct 5.86456, short form 5.94160
  nonlocal remainder from outside -0.07703 (model units)
one wave at E itself: energy error 2.6e-10 hartree
energy errors in hartree: basis size, cutoff in hartree,
  all-electron, PAW one wave, PAW two waves
    8    8.77  4.85e-02  -6.57e-03  2.81e-05
   12   19.74  2.54e-02  -6.59e-03  1.21e-05
   20   54.83  9.17e-03  -6.59e-03  1.13e-05
   40  219.32  1.66e-03  -6.59e-03  1.12e-05
PAW energy, 40 functions = -0.119886 hartree = -3.2623 eV
smooth-problem states below valence: 1
lowest eigenvalue of smooth overlap: 0.7435
projector coefficients c1, c2 = -0.25486, -0.19181 bohr^(-1/2)
reconstructed orbital error (L2 norm) = 1.47e-03
columns: smooth, one-centre AE, one-centre smooth, total, direct AE
  norm [1]: 0.96090 0.11938 0.08028 1.00000 1.00000
  kinetic [hartree]: 0.17788 0.37227 0.07911 0.47104 0.47013
  <1/r> [1/bohr]: 0.32514 0.18942 0.04828 0.46628 0.46598
  contact density [1/bohr^3]: 0.00026 0.41470 0.00029 0.41467 0.41199
<1/r> of T psi~: 0.465549 1/bohr, short form 0.466278 1/bohr
<1/r> remainder: -7.29e-04 1/bohr
two separate spheres: error 1.1e-14 (model units)
two overlapping spheres: error 0.00575 (model units)
\end{verbatim}
